# PAW Band Velocity and Its Independence of the Position Origin

## Definitions and conventions

In the projector augmented-wave (PAW) method a smooth Bloch function \(\tilde\psi\) obeys the generalized eigenvalue equation \(\tilde H\tilde\psi=eS\tilde\psi\), with

\[
\tilde H=-\frac{\hbar^2}{2m}\nabla^2+\tilde v(\mathbf r)+\sum_{a,\mathbf T}\sum_{ij}|p_i^{a\mathbf T}\rangle D^a_{ij}\langle p_j^{a\mathbf T}|,
\]
\[
S=1+\sum_{a,\mathbf T}\sum_{ij}|p_i^{a\mathbf T}\rangle Q^a_{ij}\langle p_j^{a\mathbf T}| .
\]

Here \(a\) labels the atoms of one cell, \(\mathbf T\) is a lattice vector, and \(p_i^{a\mathbf T}(\mathbf r)=p_i^{a}(\mathbf r-\mathbf T)\) is a projector that vanishes outside the augmentation region of its atom. The matrices \(D^a\) and \(Q^a\) are Hermitian and couple projectors on the same atom. The potential \(\tilde v\) is real, local and periodic.

The quantities \(\tilde v,D,Q\) are held fixed as \(\mathbf k\) varies. In a self-consistent calculation they depend on the density, but they are the same for every \(\mathbf k\). The velocity below is therefore the slope of a band in a given potential.

Write \(\tilde\psi(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}\tilde u(\mathbf r)\) with \(\tilde u\) periodic. Scalar products of two Bloch functions or two periodic functions are integrals over one cell. Scalar products with a projector run over its whole region, even where that region crosses a cell face. For one copy of each atom define

\[
P_i=\langle p_i,\tilde\psi\rangle,\qquad
\mathbf X_i=\langle p_i,(\mathbf r-\mathbf R_a)\tilde\psi\rangle,\qquad
A_{ij}=D_{ij}-eQ_{ij},
\]

where \(\mathbf R_a\) is a fixed point, common to all projectors of atom \(a\). Sums over \(ij\) include the sum over atoms. The norm is

\[
\langle\tilde u,S(\mathbf k)\tilde u\rangle=\int_{\rm cell}|\tilde\psi|^2d^3r+\sum_{ij}P_i^*Q_{ij}P_j=1 .
\]

The result to be derived, for a non-degenerate state, is

\[
\boxed{\;\hbar\mathbf v=\nabla_{\mathbf k}e=\Big\langle\tilde u,\Big(\frac{d\tilde H}{d\mathbf k}-e\frac{dS}{d\mathbf k}\Big)\tilde u\Big\rangle
=\frac{\hbar^2}{m}\langle\tilde\psi,-i\nabla\tilde\psi\rangle+2\,\mathrm{Im}\sum_{ij}\mathbf X_i^*A_{ij}P_j\;}
\]

It has the same value for every choice of the points \(\mathbf R_a\).

## First derivation: differentiating the eigenvalue equation

**The operators at fixed k.** The periodic part obeys \(\tilde H(\mathbf k)\tilde u=eS(\mathbf k)\tilde u\), where \(\tilde H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}\tilde He^{i\mathbf k\cdot\mathbf r}\), and likewise for \(S\). Both operators are Hermitian on periodic functions.

Let \(M=\tilde H(\mathbf k)-eS(\mathbf k)\), so that \(M\tilde u=0\) and \(\langle\tilde u,M\tilde u\rangle=0\) at every \(\mathbf k\). Denote by a prime the derivative along one component of \(\mathbf k\). Then

\[
0=\langle\tilde u',M\tilde u\rangle+\langle\tilde u,M\tilde u'\rangle+\langle\tilde u,(\tilde H'-eS'-e'S)\tilde u\rangle .
\]

The first term vanishes because \(M\tilde u=0\). The second equals \(\langle M\tilde u,\tilde u'\rangle\), since \(M\) is Hermitian, and vanishes for the same reason. In the third term \(\langle\tilde u,S\tilde u\rangle=1\). Hence

\[
e'=\langle\tilde u,(\tilde H'-eS')\tilde u\rangle .
\]

The overlap term is needed for a physical reason as well. Raising the all-electron potential by a constant \(c\) changes \(\tilde H\) to \(\tilde H+cS\) and \(e\) to \(e+c\). The expectation value of \(\tilde H'\) alone then changes by \(c\langle S'\rangle\), so it would make a velocity depend on the zero of energy. In the difference \(\tilde H'-eS'\) this change cancels.

**Kinetic and local parts.** With \(\mathbf p=-i\hbar\nabla\), the transformed kinetic operator is \((\mathbf p+\hbar\mathbf k)^2/2m\), and its derivative is \(\hbar(\mathbf p+\hbar\mathbf k)/m\). Because \(e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)\tilde u=\mathbf p\tilde\psi\), its expectation value is

\[
\frac{\hbar}{m}\langle\tilde\psi,\mathbf p\tilde\psi\rangle=\frac{\hbar^2}{m}\langle\tilde\psi,-i\nabla\tilde\psi\rangle .
\]

The local potential commutes with \(e^{i\mathbf k\cdot\mathbf r}\) and contributes nothing.

**The projector sum for one cell.** The nonlocal part of \(\langle\tilde u,M\tilde u\rangle\) contains all copies of an atom. Bloch's theorem gives \(\langle p_j^{\mathbf T},\tilde\psi\rangle=e^{i\mathbf k\cdot\mathbf T}P_j\) and \(\tilde\psi^*(\mathbf r)=e^{-i\mathbf k\cdot\mathbf T}\tilde\psi^*(\mathbf r-\mathbf T)\). The phases cancel, and

\[
\sum_{\mathbf T}\int_{\rm cell}\tilde\psi^*(\mathbf r-\mathbf T)p_i(\mathbf r-\mathbf T)\,d^3r=\int_{\text{all space}}\tilde\psi^*p_i\,d^3r=P_i^* .
\]

The nonlocal part is therefore \(\sum_{ij}P_i^*A_{ij}P_j\), with one copy of each atom.

**Derivative of a projection.** Attach a phase to each projection:

\[
b_i(\mathbf k)=\int p_i^*(\mathbf r)\,e^{i\mathbf k\cdot(\mathbf r-\mathbf R_a)}\tilde u(\mathbf r)\,d^3r=e^{-i\mathbf k\cdot\mathbf R_a}P_i .
\]

The phase is common to all projectors of an atom, and \(A\) does not couple different atoms, so \(\sum b_i^*A_{ij}b_j=\sum P_i^*A_{ij}P_j\). At fixed \(\tilde u\),

\[
\frac{db_i}{d\mathbf k}=i\int p_i^*\,(\mathbf r-\mathbf R_a)\,e^{i\mathbf k\cdot(\mathbf r-\mathbf R_a)}\tilde u\,d^3r=i\,e^{-i\mathbf k\cdot\mathbf R_a}\mathbf X_i .
\]

Position is not a periodic operator, and its expectation value in a Bloch state is not defined. The integral \(\mathbf X_i\) is well defined because \(p_i\) confines it to one augmentation region.

The operator derivative is taken at fixed \(\tilde u\) and fixed \(e\), so the nonlocal part of \(\langle\tilde H'-eS'\rangle\) is

\[
\sum_{ij}\Big[\frac{db_i^*}{d\mathbf k}A_{ij}b_j+b_i^*A_{ij}\frac{db_j}{d\mathbf k}\Big]
=-i\sum_{ij}\mathbf X_i^*A_{ij}P_j+i\sum_{ij}P_i^*A_{ij}\mathbf X_j .
\]

By \(A_{ij}=A_{ji}^*\), the second term is the complex conjugate of the first. With \(z=\sum\mathbf X_i^*A_{ij}P_j\), the sum is \(-iz+iz^*=2\,\mathrm{Im}\,z\). Together with the kinetic part this is the boxed formula.

**Moving the origin.** Replace \(\mathbf R_a\) by \(\mathbf R_a+\mathbf d_a\). Then \(\mathbf X_i\to\mathbf X_i-\mathbf d_aP_i\), and the velocity formula changes by

\[
-2\sum_a\mathbf d_a\,\mathrm{Im}\sum_{ij\in a}P_i^*A_{ij}P_j=0 ,
\]

because a Hermitian form is real. The argument applies to \(D\) and \(Q\) separately, and to each atom separately. A different copy of the atom, displaced by \(\mathbf T\) together with its origin, multiplies both \(P_i\) and \(\mathbf X_i\) by \(e^{i\mathbf k\cdot\mathbf T}\), which also cancels. Neither the origin of the cell nor the assignment of atoms to cells matters.

The moments \(\mathbf X_i\) themselves do depend on the origin. If projector \(i\) alone were given an origin displaced by \(\mathbf d\), the change would be \(-2\mathbf d\,\mathrm{Im}\sum_jP_i^*A_{ij}P_j\) for that single \(i\). This partial sum is in general complex when \(A\) couples \(i\) to other projectors, and the result would then be wrong.

## Second derivation: current through the cell boundary

This route uses no \(\mathbf k\)-dependent operator. Choose a cell \(\Omega\) that contains the whole augmentation region of one copy of each atom. This is possible when the regions do not overlap; the cell need not be a parallelepiped. Inside \(\Omega\),

\[
-\frac{\hbar^2}{2m}\nabla^2\tilde\psi+(\tilde v-e)\tilde\psi+\sum_{ij}p_iA_{ij}P_j=0 .\tag{1}
\]

**Two neighbouring states.** Let \(\tilde\psi_1,\tilde\psi_2\) belong to the same band at \(\mathbf k\) and \(\mathbf k+\delta\mathbf k\), with energies \(e_1,e_2\) and projections \(P^{(1)},P^{(2)}\). Multiply (1) for state 2 by \(\tilde\psi_1^*\), multiply the conjugate of (1) for state 1 by \(\tilde\psi_2\), subtract, and integrate over \(\Omega\). The potential \(\tilde v\) cancels. The projector terms give

\[
\sum_{ij}P_i^{(1)*}\big[(D-e_2Q)-(D-e_1Q)\big]_{ij}P_j^{(2)}=-(e_2-e_1)\sum_{ij}P_i^{(1)*}Q_{ij}P_j^{(2)},
\]

where Hermiticity of \(D\) and \(Q\) was used for state 1. Green's identity turns the Laplacians into a surface integral:

\[
(e_2-e_1)N_{12}=-\frac{\hbar^2}{2m}\oint\mathbf W\cdot d\mathbf S,\qquad
\mathbf W=\tilde\psi_1^*\nabla\tilde\psi_2-\tilde\psi_2\nabla\tilde\psi_1^*,
\]

with \(N_{12}=\int_\Omega\tilde\psi_1^*\tilde\psi_2\,d^3r+\sum P_i^{(1)*}Q_{ij}P_j^{(2)}\). With continuously chosen phases, \(N_{12}\to1\) as \(\delta\mathbf k\to0\).

**Pairing the faces.** The boundary consists of pairs: a piece \(F\) and its translate \(F+\mathbf T\), with opposite outward normals. Let \(\mathbf n\) be the outward normal on \(F+\mathbf T\). Since \(\mathbf W(\mathbf r+\mathbf T)=e^{i\delta\mathbf k\cdot\mathbf T}\mathbf W(\mathbf r)\), a pair contributes

\[
(e^{i\delta\mathbf k\cdot\mathbf T}-1)\int_F\mathbf W\cdot\mathbf n\,dS\simeq i\,\delta\mathbf k\cdot\mathbf T\int_F\mathbf W\cdot\mathbf n\,dS .
\]

The prefactor is already of first order, so \(\mathbf W\) may be taken at \(\delta\mathbf k=0\), where \(\mathbf W=2i\,\mathrm{Im}(\tilde\psi^*\nabla\tilde\psi)=(2im/\hbar)\mathbf J\). Here \(\mathbf J=(\hbar/m)\mathrm{Im}(\tilde\psi^*\nabla\tilde\psi)\) is the current density of the smooth function. The factors combine as \(-(\hbar^2/2m)\cdot i\cdot(2im/\hbar)=\hbar\), so

\[
\delta e=\hbar\sum_{\rm pairs}\delta\mathbf k\cdot\mathbf T\int_F\mathbf J\cdot\mathbf n\,dS .
\]

Because \(\mathbf J\) is periodic and the positions on the two pieces differ by \(\mathbf T\), the sum over pairs is a single surface integral:

\[
\nabla_{\mathbf k}e=\hbar\oint\mathbf r\,(\mathbf J\cdot d\mathbf S).\tag{2}
\]

**From the surface to the volume.** The divergence theorem, applied to each component of \(\mathbf r\) times \(\mathbf J\), gives

\[
\nabla_{\mathbf k}e=\hbar\int_\Omega\mathbf J\,d^3r+\hbar\int_\Omega\mathbf r\,(\nabla\cdot\mathbf J)\,d^3r .
\]

The first term is \((\hbar^2/m)\,\mathrm{Im}\langle\tilde\psi,\nabla\tilde\psi\rangle=(\hbar^2/m)\langle\tilde\psi,-i\nabla\tilde\psi\rangle\), which is real for a Bloch function. For the second, \(\nabla\cdot\mathbf J=(\hbar/m)\mathrm{Im}(\tilde\psi^*\nabla^2\tilde\psi)\). Inserting \(\nabla^2\tilde\psi\) from (1), where the term with \(\tilde v-e\) is real and drops out, yields

\[
\nabla\cdot\mathbf J=\frac{2}{\hbar}\,\mathrm{Im}\sum_{ij}\tilde\psi^*p_iA_{ij}P_j .\tag{3}
\]

Since \(\int\tilde\psi^*\mathbf r\,p_i\,d^3r=\langle p_i,\mathbf r\tilde\psi\rangle^*\), the second term is \(2\,\mathrm{Im}\sum\langle p_i,\mathbf r\tilde\psi\rangle^*A_{ij}P_j\). This is the boxed formula with all \(\mathbf R_a=0\).

**Meaning of the origin independence.** Equation (3) says that the nonlocal terms act as sources and sinks of the smooth current. Integrated over one atom, the net source is \((2/\hbar)\mathrm{Im}\sum P_i^*A_{ij}P_j=0\). The augmentation term in the velocity is the dipole moment of this source distribution, and the dipole moment of a distribution with zero total does not depend on the origin.

## What each derivation assumes

Both need Hermitian on-site \(D\) and \(Q\), a fixed potential, and a non-degenerate state. At a degeneracy an arbitrary member of the degenerate set need not be the limit of a band state at neighbouring \(\mathbf k\), and its expectation value need not be a band slope.

The first derivation assumes that \(\tilde u\) is differentiable in \(\mathbf k\). It does not need separated augmentation regions. It also holds in a finite basis of plane waves \(e^{i\mathbf G\cdot\mathbf r}\), provided the set of \(\mathbf G\) is fixed: then \(M\) is a finite Hermitian matrix, and each step applies to the coefficient vector. If the basis functions for \(\tilde u\) depend on \(\mathbf k\) and are incomplete, \(M\tilde u\) has a part outside the basis, and further terms arise.

The second derivation needs continuity of the state, not its derivative, but it uses equation (1) at every point. In a finite basis that equation holds approximately, so the surface formula (2) has a truncation error. In return it shows that the velocity can be read from the wave outside the augmentation regions, once the state has been normalized with \(S\) over the whole cell.

Two limits agree in both pictures. If \(D=Q=0\), the source (3) vanishes and the velocity is the mean momentum divided by \(m\). If \(\mathbf k\) and \(-\mathbf k\) differ by a reciprocal lattice vector, and \(p_i,D,Q\) are real, then \(\tilde\psi^*\) is a state at the same \(\mathbf k\) and energy. Without degeneracy \(\tilde\psi\) is real up to a constant phase, so \(\mathbf J=0\), \(\mathbf X_i^*A_{ij}P_j\) is real, and both parts of the velocity vanish.

## A one-dimensional crystal

Take a cell of length \(a=0.5\) nm with two wells \(-V_0(1-s^2)^2\), where \(s\) is the distance from the atom in units of the radius 0.1 nm. The depths are 20 and 15 eV, the positions 0.12 and 0.35 nm, and the potential is zero elsewhere. The state is the third band at \(k=0.3\,(2\pi/a)\), with all-electron energy \(\varepsilon=4.5567\) eV.

For each atom the even and odd solutions \(\phi_i\) at energy \(\varepsilon\) are the partial waves. They are normalized to \(\langle\phi_i,\phi_i\rangle=1\) over the region. Their smooth partners \(\tilde\phi_i\) are polynomials in the signed \(s\), with powers 0, 2, 4 (even) or 1, 3, 5 (odd), matched in value and two derivatives at the region's edge. The values of \(D\), \(Q\), \(P\) and \(X\) below depend on these choices, and the split of the velocity into parts depends on the polynomials; the total velocity at energy \(\varepsilon\) does not. With \(\tilde v=0\) and \(t=-(\hbar^2/2m)\,d^2/dx^2\), define

\[
\chi_i=(\varepsilon-t)\tilde\phi_i,\quad p_i=\frac{\chi_i}{\langle\chi_i,\tilde\phi_i\rangle},\quad
Q_i=\langle\phi_i,\phi_i\rangle-\langle\tilde\phi_i,\tilde\phi_i\rangle,\quad
D_i=\varepsilon\langle\phi_i,\phi_i\rangle-\langle\tilde\phi_i,t\tilde\phi_i\rangle ,
\]

with integrals over the region. Parity makes \(D\) and \(Q\) diagonal. Subtraction gives \(D_i-\varepsilon Q_i=\langle\tilde\phi_i,\chi_i\rangle\), hence \(p_i(D_i-\varepsilon Q_i)=\chi_i\), and each \(\tilde\phi_i\) satisfies (1) at energy \(\varepsilon\).

**Augmentation sum.** For the even projector of atom 1, \(A=-3.50604-4.55669\times0.470963=-5.65207\) eV. The phase of \(\tilde\psi\) is chosen to make this \(P\) real and positive. With \(P=0.17647\) and \(X=0.00731+0.04640i\) nm, \(\mathrm{Im}(X^*P)=-0.04640\times0.17647=-0.00819\) nm. The four terms are:

| Projector | \(A\) (eV) | \(\mathrm{Im}(X^*P)\) (nm) | \(2A\,\mathrm{Im}(X^*P)\) (eV nm) |
|---|---|---|---|
| 1 even | −5.652 | −0.00819 | 0.0926 |
| 1 odd | −5.915 | −0.00047 | 0.0056 |
| 2 even | −7.033 | −0.00590 | 0.0830 |
| 2 odd | −4.285 | 0.00129 | −0.0110 |

Their sum is 0.1702 eV nm. The kinetic part is 0.7153 eV nm, so \(de/dk=0.8855\) eV nm, or \(v=1.3453\times10^6\) m/s. A finite difference of the PAW energy confirms this. Leaving out \(-e\,dS/dk\) gives \(1.2605\times10^6\) m/s, which is 6.3% below the full value. This percentage is not a property of the crystal. It vanishes if the zero of energy is placed at \(e\), grows to 20% if the potential is raised by 10 eV, and is 17.7% if the highest power of each polynomial is raised by two.

**Moving the origin.** With \(R=0\) instead of 0.12 nm, the even moment of atom 1 becomes \(0.00731+0.12\times0.17647=0.02849\) nm in its real part. Its imaginary part is unchanged because \(P\) is real, so \(\mathrm{Im}(X^*P)\) keeps its value. Placing the two origins at 0 and 3 nm, or using the atoms of the next cell, leaves the velocity unchanged in the tests.

Since \(A\) is diagonal here, this example cannot show the failure with unequal origins inside one atom. A three-dimensional test with a skew cell and coupled \(s\) and \(p\) projectors does. A common origin reproduces the finite-difference gradient. Displacing the origin of the \(s\) projector alone, by the vector \((3,3,3)\), lowers each component of the gradient by 0.0349 in the model's units. The change, whose sign and size depend on the chosen \(D\) and \(Q\) (here random complex Hermitian matrices, with Gaussian projectors and 27 plane waves), equals \(-2\mathbf d\,\mathrm{Im}\sum_jP_i^*A_{ij}P_j\) for the \(s\) projector, as derived above.

**Current and all-electron velocity.** In one dimension (2) becomes \(de/dk=\hbar aJ\), with \(J\) taken between the regions. With 121 plane waves, its value at \(x=0.485\) nm differs from the direct formula by about one part in a million, which is a favourable point. The source is the truncated plane-wave series, in which \(J\) is not exactly constant between the regions; close to the edge of a region, at \(x=0.518\) nm, the difference is about one part in ten thousand. With 1001 plane waves it is below one part in a million at both points.

At energy \(\varepsilon\) the even and odd solutions span all solutions inside a region. The smooth function \(\sum\tilde\phi_iP_i\) there corresponds to the all-electron function \(\sum\phi_iP_i\), and the two coincide outside. Their norms agree, because \(\langle\tilde\phi_i,\tilde\phi_i\rangle+Q_i=\langle\phi_i,\phi_i\rangle\). Equal norm and equal outside current mean equal velocity, and the all-electron momentum indeed gives \(1.3453\times10^6\) m/s.

Away from \(\varepsilon\) the two partial waves per atom are no longer complete. At \(k=0.2\) and 0.4 in units of \(2\pi/a\), the PAW energy is too high by about 2 and 6 meV relative to the all-electron band. The velocity is 0.3% too low and 1.1% too high. These signs fit together: the velocity error is the slope of the energy error divided by \(\hbar\), and the energy error falls towards \(k=0.3\) and rises beyond it. The velocity formula still agrees with the finite difference of the PAW energy at both points, so the deviation belongs to the PAW band itself. Its size depends on the smooth waves (about 13 meV at \(k=0.4\) if the highest powers are raised by two), and a second pair of partial waves per atom at \(\varepsilon+3\) eV reduces it below 0.01 meV at both points. Further figures are in the numerical output.

## Numbers as computed

```
cell length 0.5 nm, augmentation radius 0.1 nm
atom positions [0.12, 0.35] nm, well depths [20.0, 15.0] eV
plane waves 121, k = 0.3*2pi/a = 3.76991 1/nm
reference (all-electron) energy, band 3: 4.556688 eV
PAW energy 4.556688 eV, PAW band number 3
atom 1 even: D = -3.50604 eV, Q = 0.470963
atom 1 odd: D = -5.54793 eV, Q = 0.080550
atom 2 even: D = -5.25650 eV, Q = 0.389807
atom 2 odd: D = -4.04072 eV, Q = 0.053583
Projections P (no unit), moments X (nm), R at the atom:
atom 1 even: P = 0.176471-0.000000j, X = 0.0073146+0.0463993j
atom 1 odd: P = 0.092447+0.586426j, X = -0.0008055-0.0000000j
atom 2 even: P = -0.180915-0.120490j, X = 0.0171448-0.0212174j
atom 2 odd: P = 0.325830-0.403228j, X = -0.0020741-0.0013813j
atom 1 even, R = 0: X = 0.0284912+0.0463993j nm
atom 1 odd, R = 0: X = 0.0102881+0.0703711j nm
Velocity parts in m/s:
kinetic: 1086750.02
D: 173702.99
-e Q: 84832.02
total from formula: 1345285.03 m/s
finite difference of energy: 1345285.03 m/s
interstitial current: 1345286.40 m/s
all-electron momentum: 1345285.03 m/s
without e dS/dk: 1260453.01 m/s
origins 0 and 3 nm: 1345285.03 m/s
atoms in next cell: 1345285.03 m/s
de/dk from formula: 0.8854827 eV nm
k/(2pi/a); energy PAW, all-electron (eV); velocity same (m/s)
0.2; 3.59069, 3.58859; 977443, 980554
0.3; 4.55669, 4.55669; 1345285, 1345285
0.4; 5.79487, 5.78882; 1631803, 1614684
3D test, gradient components (dimensionless):
finite difference: 0.1653505 -0.1041420 0.1264452
R at atom: 0.1653505 -0.1041420 0.1264452
R = 0: 0.1653505 -0.1041420 0.1264452
unequal origins: 0.1304750 -0.1390176 0.0915696
```
